# The Uehling potential: derivation and accuracy of its two limiting forms, part 2

A muon or electron is bound to a static point charge $Z$. Vacuum polarization, with one electron loop and at first order in the source field, multiplies $-Z/r$ by $1+U$. The decision is whether the integral for $U$ may be replaced by a logarithm (small $r$) or a damped power (large $r$), or dropped. An accompanying program checks the results.

Energies are in Hartree (Ha), lengths in bohr, $\hbar=m_e=1$, $c=1/\alpha$; $m_\mu$ is the muon mass. The variable $x=r/\alpha$ is $r$ in reduced electron Compton lengths, $Q$ is the wave number in units of $m_ec/\hbar$, and $y=Q^2$.

$$V(r) = -\frac{Z}{r}\,[1+U],\qquad U(x) = \frac{2}{\pi}\int_0^\infty \frac{\sin(Qx)}{Q}\,\hat\Pi(Q^2)\,dQ. \tag{1}$$

The loop function $\Pi$ enters as $\hat\Pi$, which is $\Pi$ minus its value at $Q=0$. With $w=z(1-z)$,

$$\hat\Pi = \frac{2\alpha}{\pi}\int_0^1w\ln(1+wy)\,dz\equiv\frac{2\alpha}{3\pi}P(y),\qquad P(y) = 3\int_0^1w\ln(1+wy)\,dz. \tag{6}$$

For large $y$,

$$P(y)\to\tfrac12\ln y-\tfrac56. \tag{7}$$

With $2t$ the pair mass in units of $m_e$,

$$P(y) = \int_1^\infty f(t)\frac{y}{y+4t^2}\,dt,\qquad f(t) = \left(1+\frac1{2t^2}\right)\frac{\sqrt{t^2-1}}{t^2}, \tag{8}$$

$$U(x) = \frac{2\alpha}{3\pi}\chi(x),\qquad\chi(x) = \int_1^\infty f(t)\,e^{-2xt}\,dt. \tag{9}$$

Here $1+1/2t^2$ is the spin factor and $\beta=\sqrt{1-t^{-2}}$, the velocity of either particle of the pair, is the phase-space factor. The substitution $v=\sqrt{t^2-1}/t$ gives $v\,dv=dt/t^3$. Also $\int_1^\infty f\,dt/t^2=2/5$.

The model weight $1/t$, the large-$t$ limit of $f$, gives $E_1(2x)$, where $E_1(\zeta)=\int_1^\infty e^{-\zeta t}\,dt/t$ and

$$E_1(\zeta) = -\ln\zeta-\gamma+\mathrm{Ein}(\zeta), \tag{4}$$

with $\gamma=-\Gamma'(1)$, $\mathrm{Ein}(\zeta)=\int_0^\zeta\frac{1-e^{-u}}{u}\,du=\zeta-\zeta^2/4+\zeta^3/18-\dots$ and $0\le\mathrm{Ein}\le\zeta$.

For a general weight, $U=\int_1^\infty\rho(t)e^{-2xt}\,dt$. If $\rho\approx\rho_0s^p$ at small $s=t-1$, then at large $x$

$$U\approx \rho_0\,e^{-2x}\int_0^\infty s^p e^{-2xs}\,ds = \rho_0\,\Gamma(p+1)\,\frac{e^{-2x}}{(2x)^{p+1}}. \tag{5}$$

In the final table, "loop" is the directly contracted loop integral, "Feynman form" is (6), "Fourier" is (1) applied to (6), and "spectral" is (9).

## Entry 5. Short range

The exponential in (9) cannot be expanded at once, because $\int f\,dt$ diverges. The divergent part is the model weight, so write $f = 1/t+g$. With $1/t^2 = 1-v^2$ one has $tf = v(3-v^2)/2$, and since $(1-v)^2(2+v) = 2-3v+v^3$,

$$t\,g = \frac{3v-v^3-2}{2} = -\frac{(1-v)^2(2+v)}{2}\le0. \tag{10}$$

For large $t$, $1-v = 1/[t^2(1+v)]\to1/2t^2$ and $2+v\to3$, so $g\to-3/(8t^5)$. The program tests (10), the sign and this tail. The moments $\int t^ng\,dt$ converge for $n\le3$. Adding and subtracting $\int g\,dt$ splits (9) exactly:

$$\chi = E_1(2x)+\int_1^\infty g\,dt+\int_1^\infty\left(e^{-2xt}-1\right)g\,dt. \tag{11}$$

The constant. From $v\,dv = dt/t^3$ follows $dt/t = v\,dv/(1-v^2)$. One factor $1-v$ of (10) cancels:

$$\int_1^\infty g\,dt = -\frac12\int_0^1\frac{v(1-v)(2+v)}{1+v}\,dv .$$

The numerator is $2v-v^2-v^3 = (1+v)(2-v^2)-2$, so

$$\int_1^\infty g\,dt = -\frac12\int_0^1\left[2-v^2-\frac2{1+v}\right]dv = -\frac12\left[\frac53-2\ln2\right] = \ln2-\frac56 .$$

Quadrature gives $-0.14018615$. In (11) the $\ln2$ cancels against the one in $-\ln2x$ from (4), and

$$\chi = S+R,\qquad S = \ln\frac1x-\gamma-\frac56,\qquad R = \mathrm{Ein}(2x)+\int_1^\infty(1-e^{-2xt})\,|g|\,dt. \tag{12}$$

The short-range asymptote is therefore $U\approx\frac{2\alpha}{3\pi}\left[\ln(1/x)-\gamma-\frac56\right]$, with $\gamma+5/6 = 1.410549$.

A check of the constant on the limit (7). In (8) the part $1/t$ gives $\int_1^\infty[1/t-4t/(y+4t^2)]\,dt = \frac12\ln(1+y/4)$, and in the part $g$ the factor $y/(y+4t^2)$ tends to 1. The sum for large $y$ is $\frac12\ln y-\ln2+\int g\,dt$. Agreement with (7) requires $\int g\,dt=\ln2-\frac56$, which was found above by a different integral.

The remainder. Both terms of $R$ are non-negative, so $S$ lies below $\chi$ at every $x$. The bounds $\mathrm{Ein}(2x)\le2x$ and $1-e^{-2xt}\le2xt$ give $R\le2x\,(1-\int tg\,dt)$. The moments are elementary with $t=\cosh\theta$, $dt=\sinh\theta\,d\theta$; write $c = \cosh\theta$ and $\sigma=\sinh\theta$, so that $\sigma^2=c^2-1$, $c-\sigma=e^{-\theta}$ and $f\,dt = (1+1/2c^2)\,\sigma^2/c^2\,d\theta$. Two integrals are needed: $\int_0^\infty d\theta/c = \pi/2$ and $\int_0^\infty d\theta/c^3 = \pi/4$. Both follow from $d\theta=d\sigma/c$ and $\sigma=\tan\phi$, which turn them into $\int_0^{\pi/2} d\phi$ and $\int_0^{\pi/2}\cos^2\phi\,d\phi$.

For $n=1$ the integrand $(tf-1)\,dt/d\theta$ is

$$\frac{\sigma^2}{c}+\frac{\sigma^2}{2c^3}-\sigma = (c-\sigma)-\frac1c+\frac1{2c}-\frac1{2c^3},$$

with integral $1-\frac\pi4-\frac\pi8 = 1-\frac{3\pi}8$, numerically $-0.17809725$. Hence

$$0\le\chi-S\le\frac{3\pi x}4\quad\text{for all }x>0. \tag{13}$$

For $n=2$ the integrand is $\sigma^2-c\sigma+\sigma^2/2c^2$. Here $\sigma^2-c\sigma=-\sigma e^{-\theta} = -\frac12+\frac12e^{-2\theta}$ and $\sigma^2/2c^2 = \frac12-1/2c^2$. The constants cancel, and with $\int d\theta/c^2=[\tanh\theta]=1$ the integral is $\frac14-\frac12=-\frac14$. For $n=3$ the integrand is $c\sigma^2-c^2\sigma+\sigma^2/2c$, where $c\sigma(\sigma-c) = -\frac14(e^{\theta}-e^{-3\theta})$ and $\sigma^2/2c = \frac14(e^\theta+e^{-\theta})-1/2c$. The growing exponentials cancel and the integral is $\frac1{12}+\frac14-\frac\pi4 = \frac13-\frac\pi4$.

Expand both pieces of (11). The linear term is $2x-2x(1-\frac{3\pi}8) = \frac{3\pi}4x$, so the upper bound in (13) is also the first correction. The quadratic term is $-x^2+2x^2(-\frac14) = -\frac32x^2$. The cubic term is $\frac49x^3-\frac43x^3(\frac13-\frac\pi4) = \frac\pi3x^3$. Thus

$$\chi = S+\frac{3\pi}4x-\frac32x^2+\frac\pi3x^3+\dots \tag{14}$$

The remainder after the quadratic term is of order $x^3$, because $|e^{-a}-1+a-a^2/2|\le a^3/6$ and the third moment converges. The term-by-term expansion stops working at fourth order, where $\int t^4g\,dt$ diverges logarithmically. The program tests the moments $n=0,1,2$ and the quadratic coefficient. At $x=10^{-3}$ it finds $(\chi-S-3\pi x/4)/x^2=-1.49895$; the offset $0.00105$ from $-3/2$ has the size of $\pi x/3$, although the program demands only that it be below $2x$.

Meaning and limits of validity. The quantity $\alpha(1+U)$ is an effective coupling that grows by $2\alpha/3\pi$ in relative terms for each factor $e$ by which $r$ shrinks, at one-loop order with electrons alone. The form fails upward in $x$ in a visible way: $S$ vanishes at $x = e^{-\gamma-5/6} = 0.24401$ and is negative beyond, whereas there $\chi=0.49802$. It fails downward for physical reasons. A real nucleus has a size, inside which the point-charge potential must be folded with the charge distribution, and loops of heavier particles contribute once $r$ falls below their own Compton lengths.

## Entry 6. Long range

Set $t = 1+s$, so that $\sqrt{t^2-1} = \sqrt s\sqrt{2+s}$, and take the threshold factor out:

$$\chi = e^{-2x}\int_0^\infty\sqrt s\,h(s)\,e^{-2xs}\,ds,\qquad h = \sqrt{1+t}\left(t^{-2}+\tfrac12t^{-4}\right).$$

At threshold $h(0) = \frac32\sqrt2$. Equation (5) with $p=\frac12$ and $\Gamma(\frac32) = \sqrt\pi/2$ gives

$$L = \frac{3\sqrt2}2\cdot\frac{\sqrt\pi}2\cdot\frac{e^{-2x}}{2\sqrt2\,x^{3/2}} = \frac{3\sqrt\pi}8\frac{e^{-2x}}{x^{3/2}},$$

and multiplication by $2\alpha/3\pi$, with $\frac{2}{3\pi}\cdot\frac{3\sqrt\pi}{8} = \frac1{4\sqrt\pi}$, gives the long-range asymptote

$$U\approx\frac{\alpha}{4\sqrt\pi}\,\frac{e^{-2x}}{x^{3/2}}. \tag{15}$$

The rate 2 is the lightest pair mass in units of $m_e$. The power $3/2$ is $p+1$ with $p=\frac12$, the square-root opening of the phase space $\beta$; the spin factor is finite at threshold and only sets the number $\frac32$ in $h(0)$.

The corrections come from the Taylor series of $h$. The binomial series give $\sqrt{2+s} = \sqrt2\,(1+\frac s4-\frac{s^2}{32}+\dots)$, $t^{-2} = 1-2s+3s^2-\dots$ and $\frac12t^{-4} = \frac12-2s+5s^2-\dots$. The last two add to $\frac32(1-\frac83s+\frac{16}3s^2)$. The product has linear coefficient $\frac14-\frac83=-\frac{29}{12}$ and quadratic coefficient $\frac{16}3-\frac23-\frac1{32} = \frac{445}{96}$. Each power $s^k$ brings the factor $\Gamma(k+\frac32)/[\Gamma(\frac32)(2x)^k]$, which is $\frac{3}{4x}$ for $k=1$ and $\frac{15}{16x^2}$ for $k=2$:

$$\chi = L\left[1-\frac{29}{16x}+\frac{2225}{512x^2}+O(x^{-3})\right]. \tag{16}$$

The order of the remainder follows from Taylor's theorem, because the third derivative of $h$ is a sum of products of powers of $t$ and $1+t$ that are bounded for $t\ge1$. The series is asymptotic and not convergent. The function $h$ has a pole at $s=-1$, so its Taylor coefficients do not decrease geometrically, while the gamma functions grow factorially.

Strict bounds follow from the shape of $h$. For $\varphi = \sqrt{1+t}\,t^{-n}$ with $n=2$ or $4$,

$$(\ln\varphi)' = \frac1{2(1+t)}-\frac nt<0,\qquad(\ln\varphi)'' = \frac n{t^2}-\frac1{2(1+t)^2}>0,$$

and $\varphi'' = \varphi\,[(\ln\varphi)''+((\ln\varphi)')^2]>0$. So $h$ is decreasing and convex: it lies below $h(0)$ and above its tangent at $s=0$. Integration against the positive factor $\sqrt s\,e^{-2xs}$ keeps the inequalities,

$$L\left(1-\frac{29}{16x}\right)<\chi<L\quad\text{for all }x>0. \tag{17}$$

Tests on the limit. The program confirms the two Taylor coefficients symbolically and the signs of $h'$ and $h''$ on a grid. At $x=500$ it finds $(\chi/L-1+29/16x)\,x^2=4.31993$ against $2225/512=4.34570$, within the allowance $15/x$ made for the next term. The logarithmic slope of $e^{2x}\chi$ near $x=1000$ is $-1.49819$; equation (16) predicts $-\frac32+\frac{29}{16x}$, and $29/16000=0.00181$. The bounds (13) and (17) are tested at forty points from $x=10^{-4}$ to $x\approx300$.

Equation (15) is the tail of the Uehling term and not of vacuum polarization as a whole. When the loop couples three times to the source (the Wichmann–Kroll term), the vacuum responds locally and nonlinearly to the Coulomb field, and a power of that field is a power of $1/r$. A scaling estimate, whose coefficient is not derived here, puts the relative correction at $\alpha$ times the square of the field in natural units, $\alpha(Z\alpha)^2/x^4$. Any such power exceeds $e^{-2x}$ at large enough $x$.

## Entry 7. The gap between the two forms

All errors here are relative to the exact $\chi$. The logarithm is low by less than 1% for $x<0.0128$ and by less than 10% for $x<0.0650$; multiplied by $\alpha$, these are $9.3\times10^{-5}$ and $4.7\times10^{-4}$ bohr. The form (15) is high by less than 10% for $x>17.6$ and by less than 1% for $x>180.7$, that is beyond $0.128$ and $1.32$ bohr. The last value is close to $29/(16\times0.01)\approx181$ from the first correction in (16). Between $x=0.065$ and $x=17.6$, more than two decades, neither leading form reaches 10%. The long form becomes accurate only where $U$ is already negligible, since $e^{-2x}$ is $1.5\times10^{-11}$ at $x\approx12.5$.

## Entry 8. Sodium

The nucleus is a point charge $Z=11$ of infinite mass, with $Z\alpha=0.08027$. Four radii are taken.

At $r=10^{-4}$ bohr, $x=0.01370$ and $S=4.29010-1.41055=2.87955$. The leading form gives $U = 1.548546\times10^{-3}\times2.87955=4.4591\times10^{-3}$, against the exact $4.5087\times10^{-3}$, a ratio of $0.9890$. The gap in $\chi$ is $2.91156-2.87955=0.03201$, just under the bound $3\pi x/4=0.03229$. With the linear and quadratic terms of (14) the ratio is $1.0000$. The energy correction is $-496$ Ha on top of $-1.1\times10^5$ Ha. A muon loop obeys (9) with $x$ multiplied by the mass ratio $206.77$, which gives $2.83$ at this radius; because $\chi$ decreases, its $U$ is below the value $5.9\times10^{-7}$ found for $x=2.74$. This radius is not far outside the nucleus, whose size is roughly $6\times10^{-5}$ bohr.

At the muonic Bohr radius $a = 1/(Zm_\mu)=4.3967\times10^{-4}$ bohr, $x=0.06025$ and $S=2.80925-1.41055=1.39870$, while $\chi=1.53543$. The ratio is $0.9110$ for the logarithm alone and $0.9999$ with the next two terms.

At $r=0.02$ bohr, $x=2.74072$. Equation (15) gives $7.29735\times10^{-3}\times4.16333\times10^{-3}/(4\sqrt\pi\times4.53729)=9.44\times10^{-7}$, against the exact $5.94\times10^{-7}$, a ratio of $1.59$. Three terms of (16) hardly help, with a ratio of $1.46$. The reason is in the sizes of the terms: $29/16x=0.661$ and $4.3457/x^2=0.579$ nearly cancel, the bracket is $0.917$, and the true value $1/1.5889=0.629$ lies between that and the two-term value $0.339$. At this $x$ the second term is already the smallest of the series: the third has size about $0.63$ and later ones grow, so no truncation is accurate.

At $r=1/Z=0.0909$ bohr, the scale of the electronic 1s orbit, $x=12.458$. Equation (15) gives $7.29735\times10^{-3}\times1.51104\times10^{-11}/(4\sqrt\pi\times43.97066) = 3.54\times10^{-16}$, against $3.10\times10^{-16}$. The ratio is $1.140$, and $1.006$ with three terms. The energy is $-3.8\times10^{-14}$ Ha on top of $-121$ Ha. The scaling estimate $\alpha(Z\alpha)^2/x^4$ is about $2\times10^{-9}$ here, so the higher-order tail would need a coefficient near $10^{-7}$ or smaller for the Uehling term to compete with it. The coefficient that follows from the Euler–Heisenberg Lagrangian, quoted without derivation, is $-2/225\pi\approx-2.8\times10^{-3}$, of opposite sign to $U$; with it this tail overtakes the Uehling term near $x\approx7$ for $Z=11$, where (15) is still about 25% high.

The decision concerns a level shift, so the correction has to be averaged. In first-order perturbation theory with the nonrelativistic 1s state, whose radial density is $4r^2e^{-2r/a}/a^3$, put $\varrho=r/a$ and $x_a=a/\alpha$:

$$\Delta E=-\frac Za\,\frac{2\alpha}{3\pi}\,B,\qquad B=4\int_0^\infty\varrho\,e^{-2\varrho}\chi(x_a\varrho)\,d\varrho=\int_1^\infty\frac{f(t)\,dt}{(1+x_at)^2}.$$

The last step uses $4\int\varrho\,e^{-2\varrho(1+x_at)}d\varrho=(1+x_at)^{-2}$. For the short-range form the weight $4\varrho e^{-2\varrho}$ integrates to one. With $u=2\varrho$, the average of $-\ln\varrho$ is $\int ue^{-u}(\ln2-\ln u)\,du=\ln2-\Gamma'(2)$, and differentiating $\Gamma(2+\epsilon)=(1+\epsilon)\Gamma(1+\epsilon)$ gives $\Gamma'(2)=1-\gamma$. Euler's constant cancels:

$$B_{\rm short}=\ln\frac2{x_a}-\frac{11}6 .$$

The averages of $\varrho$ and $\varrho^2$ are $1$ and $\frac32$, so (13) gives $B_{\rm short}\le B\le B_{\rm short}+3\pi x_a/4$, and the quadratic term of (14) adds $-\frac94x_a^2$. The program tests the formulas for $B$ and $B_{\rm short}$ by radial quadrature of $\chi$ and $S$, and tests the two bounds.

For the muon, $x_a=0.060250$, $Z/a=25018.96$ Ha and the prefactor is $25018.96\times1.548546\times10^{-3}=38.743$ Ha. The full bracket is $B=1.80346$, so $\Delta E=-69.87$ Ha. The logarithm gives $B_{\rm short}=2.80925+\ln2-\frac{11}{6}=1.66906$ and $-64.66$ Ha, which is 7.5% too small in magnitude relative to the full value. Adding $0.14196$ gives $1.81103$ and $-70.16$ Ha, too large by 0.4%. Subtracting $\frac94x_a^2=0.00817$ gives $1.80286$, within 0.04% of the full bracket. The error of the averaged logarithm is smaller than the 8.9% found at $r=a$ because the missing piece is almost the same in the two cases ($0.134$ and $0.137$, the linear term being identical) while the averaged bracket is larger.

These digits compare formulas within one model. For a point nucleus of infinite mass the shift is about $-70$ Ha, or $-1.9$ keV, roughly 0.6% of the Coulomb level $-12509$ Ha. Relativistic corrections have relative order $(Z\alpha)^2\approx0.006$, and the reduced mass, half a percent below $m_\mu$, lowers the magnitude of the shift by about 0.7%. The nuclear radius is roughly $0.14\,a$. The weight $4\varrho e^{-2\varrho}$ has a share of about 0.03 inside it, and the bracket $B$, in which $\chi$ is largest at small $\varrho$, a share of about 0.07. The finite size lowers the magnitude of the shift: a uniform sphere of rms radius 2.99 fm, a case outside the numerical check, gives about $-66$ Ha, or $-1.8$ keV, some 5 to 6% less than the point value. That the logarithm alone lands near this number is an accident of two unrelated errors. The logarithm alone errs by a similar or larger amount; the logarithm with its linear term errs by far less than the model does.

The opposite limit of the same formula covers the electron, for which $a=1/Z$ and $x_a=1/Z\alpha$ is large. Then $B\to x_a^{-2}\int f\,dt/t^2=\frac25(Z\alpha)^2$, and $\Delta E\to-4\alpha^3Z^4/15\pi$ Ha at leading order in $Z\alpha$ for a point nucleus. One might try (15) here because the orbit lies at large $x$. In that limit $e^{-2\varrho}\to1$ and $B\to4x_a^{-2}\int x\chi\,dx$; replacing $\chi$ by $L$ gives $4\cdot\frac{3\sqrt\pi}8\,\Gamma(\frac12)/\sqrt2=3\pi/2\sqrt2\approx3.3$ in place of $\frac25$, about eight times too much. The exponential confines the integral to $x$ of order one and below, wherever the orbit lies, and that is the region where $L$, which by (17) always lies above $\chi$, overshoots most. An electronic s level cannot use (15); it needs the full integral (9) or an expansion in its moments, of which the first, $\frac25$, serves alone only for $Z\alpha\ll1$. Expanding $(1+x_at)^{-2}=(x_at)^{-2}[1-2/(x_at)+\dots]$ brings in $\int f\,dt/t^3$, which with $u=1/t$ is $\int_0^1\sqrt{1-u^2}\,(u^2+\frac12u^4)\,du=\frac\pi{16}+\frac\pi{64}=\frac{5\pi}{64}$. The first correction therefore lowers $B$, relative to the leading value $\frac25(Z\alpha)^2$, by $\frac{25\pi}{64}Z\alpha$, about 10% for sodium. With this term the expansion is within 1% of the full bracket, which is less than the error of the nonrelativistic state itself: the Dirac 1s state of a point nucleus raises the electronic $B$ by about 2.4% for $Z=11$.

## Table of computed values

```
d2(3 y Pi)/dy2 / alpha at y=6: loop 0.04105021, Feynman form 0.04105021
x=0.1: chi Fourier 1.11360123, chi spectral 1.11360123
x=0.5: chi Fourier 0.17793358, chi spectral 0.17793358
x=1.5: chi Fourier 0.00886815, chi spectral 0.00886815
int t^0 g dt = -0.14018615
int t^1 g dt = -0.17809725
int t^2 g dt = -0.25000000
(chi-S-3 pi x/4)/x^2 at x=1e-3: -1.49895
h(0) = 3*sqrt(2)/2, relative Taylor coefficients of h: -29/12, 445/96
(chi/L-1+29/(16x)) x^2 at x=500: 4.31993; 2225/512 = 4.34570
d ln(exp(2x) chi)/d ln x near x=1000: -1.49819
alpha = 7.2973525643e-03; reduced Compton length = 7.297353e-03 bohr
2 alpha/(3 pi) = 1.548546e-03; gamma+5/6 = 1.410549
S = 0 at x = 0.24401, where chi = 0.49802
error 1%: short form for x < 0.0128, long form for x > 180.7
error 10%: short form for x < 0.0650, long form for x > 17.6
Z = 11, Z alpha = 0.08027, muon mass = 206.76828 m_e, a = 4.396665e-04 bohr
r = 1.00000e-04 bohr, x = 0.01370: chi = 2.911557e+00, U = 4.508681e-03
  ln(1/x) = 4.29010, S = 2.87955, 3 pi x/4 = 0.03229
  leading U = 4.459113e-03 (ratio 0.9890), three terms 4.508677e-03 (ratio 1.0000)
  -Z/r = -1.100000e+05 Ha, -Z U/r = -4.959549e+02 Ha
r = 4.39667e-04 bohr, x = 0.06025: chi = 1.535431e+00, U = 2.377686e-03
  ln(1/x) = 2.80925, S = 1.39870, 3 pi x/4 = 0.14196
  leading U = 2.165954e-03 (ratio 0.9110), three terms 2.377355e-03 (ratio 0.9999)
  -Z/r = -2.501896e+04 Ha, -Z U/r = -5.948725e+01 Ha
r = 2.00000e-02 bohr, x = 2.74072: chi = 3.838536e-04, U = 5.944151e-07
  exp(-2x) = 4.16333e-03, x^1.5 = 4.53729, 29/(16x) = 0.66132
  leading U = 9.444398e-07 (ratio 1.5889), three terms 8.662533e-07 (ratio 1.4573)
  -Z/r = -5.500000e+02 Ha, -Z U/r = -3.269283e-04 Ha
r = 9.09091e-02 bohr, x = 12.45782: chi = 2.003747e-13, U = 3.102895e-16
  exp(-2x) = 1.51104e-11, x^1.5 = 43.97066, 29/(16x) = 0.14549
  leading U = 3.537074e-16 (ratio 1.1399), three terms 3.121504e-16 (ratio 1.0060)
  -Z/r = -1.210000e+02 Ha, -Z U/r = -3.754503e-14 Ha
muonic 1s: x_a = 0.060250, Z/a = 25018.96 Ha, E_1s = -12509.48 Ha
  full: bracket 1.803457, shift -69.8714 Ha
  short: bracket 1.669064, shift -64.6646 Ha
  short+linear: bracket 1.811025, shift -70.1646 Ha
  full shift = -1901.3 eV (1 Ha = 27.211386 eV)
```
